# The MacPherson–Srolovitz growth law for grains in three dimensions

## 1. What a size alone cannot tell

Suppose that a small copper grain of known volume sits among larger ones, and its shrinkage rate is estimated by treating it as a ball. For the four-faced grain of section 8 this gives about \(7.0\times10^5\ \mathrm{nm^3/s}\), while its curved faces sweep out \(3.6\times10^5\ \mathrm{nm^3/s}\). The ball has no triple lines. At a triple line part of the grain's bending is concentrated in a sharp edge, and an edge sweeps no volume of its own.

Counting faces does not repair the estimate, because curvature integrated over a surface with edges is a length and depends on shape. The law derived here states which lengths are needed:

\[
\frac{dV}{dt}=-2\pi M\gamma\left(L-\frac{e}{6}\right). \tag{1}
\]

Here \(V\) is the grain volume, \(M\) the boundary mobility, \(\gamma\) the boundary energy per area, \(L\) the mean width defined in section 3, and \(e\) the total length of triple lines on the grain.

**Assumptions.** All boundaries have the same \(M\) and \(\gamma\). Triple lines carry no energy and no drag. Capillarity is the sole driving force. Faces are smooth up to their edges, and three grains meet at each line. The grain may be non-convex or have holes.

## 2. From boundary motion to integrated curvature

Let \(\mathbf n\) be the normal pointing out of the grain, \(\kappa_1,\kappa_2\) the principal curvatures, positive for a ball, and \(H=\kappa_1+\kappa_2\). Shifting a face element outward by a small distance \(\delta\) changes its area to

\[
(1+\kappa_1\delta)(1+\kappa_2\delta)\,dA=(1+H\delta)\,dA+O(\delta^2).
\]

The energy rises by \(\gamma H\delta\,dA\) while the volume \(\delta\,dA\) is swept, so the pressure opposing outward motion is \(\gamma H\). Mobility is velocity per driving pressure, hence

\[
v_n=-M\gamma H,\qquad
\frac{dV}{dt}=\int v_n\,dA=-M\gamma\int H\,dA. \tag{2}
\]

The integral covers the faces. Near an edge, the region missed or counted twice in a time \(dt\) has a cross-section of order \(dt\times dt\), so it adds nothing to the first-order rate.

At a triple line the three tensions balance. With unit vectors \(\mathbf t_i\) along the three boundaries, \(\mathbf t_1+\mathbf t_2=-\mathbf t_3\). Squaring gives \(2+2\,\mathbf t_1\!\cdot\mathbf t_2=1\), so \(\mathbf t_1\!\cdot\mathbf t_2=-\tfrac12\) and each dihedral angle is \(120^\circ\). A flat surface has dihedral angle \(\pi\) and no turning of the normal. Across a triple line the outward normal therefore turns by

\[
\alpha=\pi-\frac{2\pi}{3}=\frac{\pi}{3}. \tag{3}
\]

It remains to express \(\int H\,dA\) through lengths.

## 3. The mean width

Cut the grain \(D\) with the plane \(P(\mathbf u,s)\) of points \(\mathbf u\cdot\mathbf x=s\), where \(\mathbf u\) is a unit vector. The Euler characteristic \(\chi\) of the section is its number of pieces minus its number of holes. Define

\[
L=2\left\langle\int\chi\big(D\cap P(\mathbf u,s)\big)\,ds\right\rangle, \tag{4}
\]

with \(\langle\ \rangle\) the average over directions \(\mathbf u\). For a convex grain \(\chi=1\) whenever the plane hits it, so \(L\) is twice the average caliper width. A ball has \(L=4R\). A box with sides \(a,b,c\) has caliper width \(a|u_x|+b|u_y|+c|u_z|\), and since \(\langle|u_x|\rangle=\tfrac12\), it has \(L=a+b+c\).

Follow the boundary of a plane section with the material on the left. The tangent turns by \(2\pi\) around each outer curve and by \(-2\pi\) around each hole. Writing \(k\) for the curvature of the smooth arcs and \(\beta\) for the turning at corners,

\[
2\pi\chi=\int k\,dl+\sum\beta. \tag{5}
\]

Planes that touch a face tangentially or pass through a grain corner occupy a set of zero measure and drop out of the average. Integrating (5) over \(s\) and averaging over \(\mathbf u\) turns the left side into \(\pi L\), by (4). The two terms on the right are treated in turn.

## 4. Contribution of the faces

Let \(\theta\) be the angle between \(\mathbf n\) and \(\mathbf u\). The outward normal of the section curve within the plane is

\[
\boldsymbol\nu=\frac{\mathbf n-(\mathbf n\cdot\mathbf u)\mathbf u}{\sin\theta},
\qquad \mathbf n\cdot\boldsymbol\nu=\frac{1-\cos^2\theta}{\sin\theta}=\sin\theta .
\]

Let \(\mathbf x(l)\) run along the curve with unit tangent \(\mathbf t=\mathbf x'\). Then \(\mathbf x''=-k\boldsymbol\nu\), with \(k>0\) for a convex arc. Differentiating \(\mathbf n\cdot\mathbf x'=0\) gives \(\mathbf n\cdot\mathbf x''=-\mathbf n'\cdot\mathbf t=-\kappa_n(\mathbf t)\), where \(\kappa_n(\mathbf t)\) is the curvature of the surface in the direction \(\mathbf t\). Comparing the two expressions,

\[
k\sin\theta=\kappa_n(\mathbf t).
\]

Along the surface the height \(s=\mathbf u\cdot\mathbf x\) changes at most at the rate \(\sin\theta\). The strip between \(s\) and \(s+ds\) thus has width \(ds/\sin\theta\), which means \(dl\,ds=\sin\theta\,dA\). The factors of \(\sin\theta\) cancel:

\[
\int ds\int k\,dl=\int\kappa_n(\mathbf t)\,dA .
\]

Now average over \(\mathbf u\) at a fixed surface point. The tangent \(\mathbf t\) is perpendicular to both \(\mathbf n\) and \(\mathbf u\), so its azimuth \(\psi\) about \(\mathbf n\) is uniformly distributed. Since \(\kappa_n=\kappa_1\cos^2\psi+\kappa_2\sin^2\psi\), its mean is \(H/2\). The faces contribute \(\tfrac12\int H\,dA\).

## 5. Contribution of the edges

Let \(\boldsymbol\tau\) be the unit tangent of an edge. An edge element \(dl\) is crossed by planes in a range \(ds=|\mathbf u\cdot\boldsymbol\tau|\,dl\), so the quantity needed is \(\langle|\mathbf u\cdot\boldsymbol\tau|\,\beta\rangle\).

Take a convex edge. Let \(\mathbf n(\varphi)\) turn about \(\boldsymbol\tau\) from the normal of one face (\(\varphi=0\)) to that of the other (\(\varphi=\alpha\)). Its projection on the section plane is \(\mathbf p=\mathbf n-(\mathbf n\cdot\mathbf u)\mathbf u\), and the direction of \(\mathbf p\) turns at the rate

\[
\frac{d\beta}{d\varphi}=\frac{|\mathbf u\cdot(\mathbf p\times\mathbf p')|}{|\mathbf p|^2}
=\frac{|\mathbf u\cdot(\mathbf n\times\mathbf n')|}{1-(\mathbf u\cdot\mathbf n)^2}
=\frac{|\mathbf u\cdot\boldsymbol\tau|}{1-(\mathbf u\cdot\mathbf n)^2}.
\]

In the second step, the parts of \(\mathbf p\) and \(\mathbf p'\) along \(\mathbf u\) vanish from the triple product. In the third, \(\mathbf n\) and \(\mathbf n'\) are perpendicular unit vectors normal to \(\boldsymbol\tau\). The sense of turning does not change with \(\varphi\), so the rate integrates to the corner angle \(\beta\).

Multiply by \(|\mathbf u\cdot\boldsymbol\tau|\) and average, using polar angles \((\theta,\psi)\) of \(\mathbf u\) about \(\mathbf n\) with \(\psi\) measured from \(\boldsymbol\tau\):

\[
\left\langle\frac{(\mathbf u\cdot\boldsymbol\tau)^2}{1-(\mathbf u\cdot\mathbf n)^2}\right\rangle
=\left\langle\frac{\sin^2\theta\cos^2\psi}{\sin^2\theta}\right\rangle=\frac12 .
\]

This holds for every \(\varphi\), so integrating from \(0\) to \(\alpha\) gives

\[
\langle|\mathbf u\cdot\boldsymbol\tau|\,\beta\rangle=\frac{\alpha}{2}. \tag{6}
\]

At a re-entrant edge \(\alpha\) and \(\beta\) are both negative, and (6) keeps its form.

## 6. The growth law

Collecting the parts, \(\pi L=\tfrac12\int H\,dA+\tfrac12\sum\int\alpha\,dl\), or

\[
2\pi L=\int H\,dA+\sum_{\text{edges}}\int\alpha\,dl . \tag{7}
\]

The box confirms the factors: its faces are flat, its edges have total length \(4(a+b+c)\) and turning \(\pi/2\), and the right side is \(2\pi(a+b+c)\).

A body with a hole and a re-entrant edge tests the signs. Take a ring of inner radius 1 whose outer radius is 3 in the lower layer and 2 in the upper layer, each layer having height 1. An outer wall of height \(h\) contributes \(2\pi h\) to \(\int H\,dA\) and an inner wall \(-2\pi h\), so the walls cancel. The convex rims have radii \(1,1,2,3,3\) and the re-entrant rim has radius 2. The edge term is \((\pi/2)\,2\pi(10-2)=8\pi^2\), giving \(L=4\pi=12.566\). Evaluating definition (4) from plane sections of a 96-sided version of the ring gives 12.564.

For a grain with \(\alpha=\pi/3\) on all its lines, (7) gives

\[
\int H\,dA=2\pi L-\frac{\pi}{3}e=2\pi\left(L-\frac e6\right),
\]

and inserting this in (2) yields (1). The grain shrinks if \(e<6L\) and grows if \(e>6L\). The mean width measures the total bending, and \(e/6\) removes the share held in the edges.

## 7. Limits and consistency

**No triple lines.** For a spherical grain inside another grain, \(e=0\) and \(L=4R\). Then \(4\pi R^2\dot R=-8\pi M\gamma R\), so \(\dot R=-2M\gamma/R\) and \(R^2=R_0^2-4M\gamma t\).

**Columnar grains.** Let a grain span a film of thickness \(h\), with \(n\) vertical walls meeting their neighbours at \(120^\circ\) and flat free surfaces that do not move. The walls have \(H=k\), and (5) for the horizontal section, with \(\chi=1\), gives \(\int k\,dl=2\pi-n\pi/3\). Thus

\[
\frac{dV}{dt}=-2\pi M\gamma h\left(1-\frac n6\right).
\]

Here a count of neighbours does suffice. Equation (1) cannot be used directly, because the rims at the free surfaces turn by \(\pi/2\). Equations (2) and (7) still apply if each rim is given its own angle and the integral in (2) covers the moving walls alone.

**Conservation of volume.** Sum (7) over the grains in one period of a periodic aggregate. Each face is counted twice with opposite \(H\) and cancels. Around a line the dihedral angles add to \(2\pi\), so the turning angles add to \(3\pi-2\pi=\pi\). With \(\ell\) the total line length, \(\sum L=\ell/2\). Each line belongs to three grains, so \(\sum e/6=3\ell/6=\ell/2\). Hence \(\sum(L-e/6)=0\), and what some grains lose the others gain. The truncated octahedron, which fills space with copies of itself, has \(L=8.485\) and \(e/6=8.485\) for edges of length \(\sqrt2\). Its dihedral angles are \(109.5^\circ\) and \(125.3^\circ\), not \(120^\circ\), so it tests the sum rule, which needs only that three angles add to \(2\pi\); it is not a grain in local equilibrium, and (1) does not apply to it.

**Time scale.** Equation (1) gives the rate for the present shape but not the next shape. If the shape stayed fixed, \(L\) and \(e\) would scale as \(V^{1/3}\), so that \(\dot V=-KV^{1/3}\) with constant \(K\). Then \(d(V^{2/3})/dt=-\tfrac23K\), and the grain vanishes after

\[
t_0=\frac{3}{2}\,\frac{V_0^{2/3}}{K}=\frac32\,\frac{V_0}{|\dot V_0|}. \tag{8}
\]

## 8. A four-faced grain in copper

Take the intersection of four balls of radius \(\rho=100\) nm, centred on the corners of a regular tetrahedron of edge \(\rho\). At an edge point \(\mathbf x\) the two normals are \((\mathbf x-\mathbf c_i)/\rho\) and \((\mathbf x-\mathbf c_j)/\rho\). Their difference has length \(|\mathbf c_i-\mathbf c_j|/\rho=1\), so they form an equilateral triangle and differ by \(60^\circ\). The dihedral angle is \(120^\circ\) along the whole edge. By symmetry the outer boundaries can be flat, lying in the planes equidistant from two centres.

The grain has \(L=201.3\) nm and \(e=639.6\) nm, so

\[
L-\frac e6=201.3-106.6=94.7\ \mathrm{nm},\qquad
2\pi\left(L-\frac e6\right)=595\ \mathrm{nm}.
\]

Directly, each face has \(H=2/\rho\) and the total area is \(2.976\times10^4\ \mathrm{nm^2}\), which also gives \(\int H\,dA=595\) nm. A third value comes from shifting all faces in and out by a thousandth of \(\rho\) and differencing the volume. It is 595.10 nm, against 595.09 nm from the law.

With \(\gamma=0.6\ \mathrm{J/m^2}\) and \(M=10^{-15}\ \mathrm{m^4/(J\,s)}\), \(M\gamma=600\ \mathrm{nm^2/s}\) and

\[
\frac{dV}{dt}=-600\times595=-3.57\times10^5\ \mathrm{nm^3/s}
=-3.57\times10^{-22}\ \mathrm{m^3/s}.
\]

Each of the four neighbours gains a quarter of this, \(8.9\times10^4\ \mathrm{nm^3/s}\), through its one concave face. The volume is \(4.22\times10^5\ \mathrm{nm^3}\), and (8) estimates a lifetime of 1.8 s.

A ball of equal volume has radius 46.5 nm and \(L=186\) nm, somewhat less than the grain. It nevertheless shrinks about twice as fast, so the slower rate of the grain comes from the line term and not from its width.

**A grain followed in time.** A lens on a flat boundary, made of two spherical caps of radius 100 nm meeting at \(120^\circ\), was evolved by curvature flow with the same \(M\gamma\). After 0.83 s its ratio of half-height to line radius had fallen from 0.577 to 0.542, so its shape was changing. At that time \(L=242.2\) nm and \(e=457.0\) nm. The law gives \(-6.261\times10^5\ \mathrm{nm^3/s}\), and the computed motion gives \(-6.260\times10^5\ \mathrm{nm^3/s}\). The lens lost half its volume in 0.959 s, while the fixed-shape estimate is 0.964 s. This supports (8) for the lens down to half volume, and does not establish it for other shapes.

## 9. What real copper changes

The example represents a grain inside a wide, thick interconnect line annealed at 473 K. The boundary energy is a rough typical value. The mobility is a rough assumption for metal whose boundaries are slowed by impurities; it can differ by orders of magnitude with purity and temperature, and all times scale as \(1/M\). The seconds found here are therefore not a prediction for a particular line.

In copper both the energy and the mobility vary from boundary to boundary, so the assumption of equal boundaries is only approximate. The effect of unequal energy can be estimated. If the outer boundaries have energy \(r\gamma\) and the grain's own faces keep \(\gamma\), force balance gives \(2\cos(\beta_d/2)=r\) for the dihedral angle \(\beta_d\). For the four-faced grain at equal volume, \(r=0.8\) multiplies the rate by 1.22 and \(r=1.2\) by 0.76; these factors belong to that shape and do not carry over to grains with \(e\) near \(6L\). The factor \(1/6\) in (1) changes as well. By (7) it is \(\alpha/2\pi\), now with \(\alpha=\pi-\beta_d\), which gives 0.13 for \(r=0.8\) and 0.20 for \(r=1.2\). Coherent twin boundaries have far lower energy than general boundaries, so lines containing them lie outside this range, and \(1/6\) cannot be used for them even roughly.

Triple-line drag acts in a similar way. The edges must move at \((2M\gamma/\rho)/\cos30^\circ\) to keep up with the faces. Let \(m\) be the line velocity per force per length, and assume \(m\rho/M=20\), a rough choice. The force needed is \(\gamma(2\cos(\beta_d/2)-1)\), so \(2\cos(\beta_d/2)=1+2/(20\cos30^\circ)=1.115\). This is a first estimate, since it uses the drag-free edge speed and angle. At equal volume the rate falls to about 0.9 of its drag-free value.

Other driving pressures, some of them set by grain orientation, can also act. An extra pressure \(p\) pushing the boundary outward changes the velocity to \(M(p-\gamma H)\) and adds \(MpA\) to \(dV/dt\), with \(A\) the grain's surface area. It competes with the capillary pressure \(2\gamma/\rho=12\) MPa:

- Strain energy: a biaxial modulus difference of 150 GPa between (111) and (100) grains at equal strain 0.002 gives \(150\ \mathrm{GPa}\times0.002^2=0.6\) MPa, favouring (100).
- Surface energy: a difference of \(0.1\ \mathrm{J/m^2}\) on both faces of a 500 nm film gives 0.4 MPa. It acts on grains that span the film, not on the embedded grain above.
- Dislocations: a dislocation stores an energy per length of roughly \(\tfrac12Gb^2\), with shear modulus \(G=45\) GPa and Burgers vector \(b=0.256\) nm. A density difference of \(10^{15}\ \mathrm{m^{-2}}\), high for annealed copper, then gives 1.5 MPa.

These pressures are about 5, 3 and 12 per cent of the capillary pressure; the second does not act on the embedded grain. The first is a plane-stress value for grains that span a film and gives only the order of magnitude for an embedded one: a spherical inclusion with the cubic elastic constants of copper gives about 0.5 MPa for (111) in (100) and 0.7 MPa for (100) in (111). Capillary pressure falls as \(1/\rho\), so with the same inputs the dislocation term would match it at a face radius near 0.8 µm. In this estimate curvature governs small grains with few, strongly curved faces, and the other pressures gain weight as the faces flatten. What counts is the face radius and not the grain size: a grain with \(e\) near \(6L\) has little net capillary drive at any size.

The boundary width, about 1 nm, is one per cent of \(\rho\). The sharp-boundary picture fails in the last stage of shrinkage, when the two become comparable. The values used here are collected in the numerical output.

## Values computed for the example and the checks

```
Edge average, turning pi/3: 0.52361 rad; half turning 0.52360 rad
Ellipsoid 1,1.5,2.5: int H dA = 43.59249, 2 pi L = 43.59249 (length units)
Stepped ring: L from sections 12.5643, from curvature 12.5664 (length units)
Truncated octahedron: L = 8.4854, e/6 = 8.4853 (length units)
Grain face radius: 100 nm
Grain dihedral angle: 120.000 degrees
Grain volume: 4.2216e+05 nm^3
Grain surface area: 2.9755e+04 nm^2
Integral of H dA: 595.09 nm
Mean width L: 201.32 nm
Triple-line length e: 639.62 nm; e/6 = 106.60 nm
L - e/6: 94.71 nm
(dV/dt)/(M gamma), law: -595.09 nm; displaced faces: -595.10 nm
Boundary energy: 0.6 J/m^2; mobility: 1.0e-15 m^4/(J s)
Temperature: 473 K; M gamma: 600 nm^2/s
dV/dt of grain: -3.5706e+05 nm^3/s = -3.5706e-22 m^3/s
Gain of each of four neighbours: 8.9264e+04 nm^3/s
Fixed-shape shrinkage time: 1.77 s
Equal-volume sphere: radius 46.54 nm, dV/dt -7.0176e+05 nm^3/s
Ratio grain rate / sphere rate: 0.509
Lens, cap radius 100 nm: initial volume 1.3090e+06 nm^3
Lens start: L 290.69 nm, e 544.14 nm, dV/dt -7.5398e+05 nm^3/s
Lens at 0.833 s: L 242.23 nm, e 456.96 nm
Lens half-height/line radius: start 0.5774, later 0.5423
Lens later dV/dt: law -6.2608e+05, flow -6.2595e+05 nm^3/s
Lens half-volume time: flow 0.959 s, fixed-shape estimate 0.964 s
Outer boundary energy x0.8: rate x1.215; x1.2: rate x0.758 (equal volume)
Triple-line drag number 20: effective energy ratio 1.115, rate x0.864
Capillary driving pressure 2 gamma/rho: 12.00 MPa
Strain-energy pressure: 0.60 MPa (strain 0.002, modulus gap 150 GPa)
Surface-energy pressure: 0.40 MPa (gap 0.1 J/m^2, film 500 nm)
Dislocation pressure: 1.47 MPa (density 1e+15 1/m^2)
Dislocation inputs: shear modulus 45 GPa, Burgers vector 0.256 nm
Boundary width 1 nm / face radius: 0.010
Thermal energy / (gamma rho^2): 1.09e-06
```
